\section*{Charge Transport Through a Wide, Short Graphene Strip at Neutrality}

\section*{The problem}

A graphene strip occupies $0<x<L$, $0<y<W$ and joins two heavily doped graphene leads of the same width. A gate holds the Fermi level of the strip at its Dirac point, where the density of states of an infinite sheet vanishes. The questions are how much current flows along $x$, and how noisy it is.

The electrons are non-interacting, the strip is free of disorder, and nothing mixes the two valleys. The doping changes abruptly at $x=0$ and $x=L$. The algebra uses atomic units, $\hbar=e=1$, so that $h=2\pi$ and a voltage is an energy; $e^2/h$ is restored in the main results. Charge is counted in electrons. In one valley and for one spin,
\begin{equation}
\left[v(\sigma_x p_x+\sigma_y p_y)+M(y)\sigma_z\right]\psi=v\kappa(x)\,\psi ,
\label{dirac}
\end{equation}
where $v\kappa$ is the energy measured from the local Dirac point. Thus $\kappa=0$ in the neutral strip and $\kappa=k_{\rm l}>0$ in the leads. The mass $M$ vanishes inside the channel and is large and positive outside it, which confines the electrons.

\section*{(a) Which transverse modes exist, and do the contacts mix them?}

\textbf{Solution.} For $M\to\infty$ the energy and $p_x$ are negligible outside the channel. Below it, $\psi\propto e^{\lambda y}$ with $\lambda>0$, and (\ref{dirac}) gives $-iv\lambda\sigma_y\psi+M\sigma_z\psi=0$. Multiplying by $\sigma_z$ and using $\sigma_z\sigma_y=-i\sigma_x$,
\begin{equation*}
\psi=\frac{iv\lambda}{M}\sigma_z\sigma_y\psi=\frac{v\lambda}{M}\sigma_x\psi .
\end{equation*}
The eigenvalues of $\sigma_x$ are $\pm1$, so $\lambda=M/v$ and $\psi=\sigma_x\psi$ at $y=0$. Above the channel the decay reverses the sign of $\lambda$, so $\psi=-\sigma_x\psi$ at $y=W$. In components,
\begin{equation}
\psi_1=\psi_2\ \ (y=0),\qquad \psi_1=-\psi_2\ \ (y=W).
\label{bc}
\end{equation}

Inside, multiply (\ref{dirac}) by $i\sigma_x/v$ and use $\sigma_x\sigma_y=i\sigma_z$:
\begin{equation}
\partial_x\psi=-i\sigma_z\partial_y\psi+i\kappa(x)\sigma_x\psi .
\label{evol}
\end{equation}
The operator $-i\sigma_z\partial_y$ has eigenfunctions $(a\,e^{iqy},b\,e^{-iqy})$ with eigenvalue $q$. The conditions (\ref{bc}) require $a=b$ and $e^{iqW}=-e^{-iqW}$, that is, $\cos qW=0$:
\begin{equation}
f_q=\begin{pmatrix}e^{iqy}\\ e^{-iqy}\end{pmatrix},\qquad q_n=\frac{(n+\tfrac12)\pi}{W}.
\label{qn}
\end{equation}
These functions are complete. Placing $\psi_1(y)$ on $0<y<W$ and $\psi_2(-y)$ on $-W<y<0$ turns them into the Fourier basis $e^{iqy}$ of antiperiodic functions on a length $2W$.

Since $\sigma_xf_q=f_{-q}$, the term in $\kappa$ couples only $q$ and $-q$. Writing $\psi=\chi_1(x)f_q+\chi_2(x)f_{-q}$ with $q>0$ gives
\begin{equation}
\chi'=(q\sigma_z+i\kappa\sigma_x)\chi .
\label{chi}
\end{equation}
Each $n\ge0$ is therefore one mode, with the same $q_n$ in leads and strip, and the contacts do not mix modes. Orthogonality of the $f_q$ makes the current of a mode proportional to $\chi^\dagger\sigma_x\chi$. In the other valley, written in the basis that keeps the kinetic term of (\ref{dirac}), a mass due to a staggered sublattice potential has the opposite sign. The signs in (\ref{bc}) are then interchanged; the second component of $f_q$ changes sign and the $q_n$ stay the same.

A finite wall shifts the modes slightly. Diagonalizing the transverse problem at $p_x=0$ with $M=100\,v/W$ gives a lowest level of about $1.555\,v/W$, against $\pi v/2W=1.5708\,v/W$. The 1\% reduction is comparable with the penetration depth $v/M$ relative to $W$.

\section*{(b) What is the transmission of one mode?}

\textbf{Solution.} In a lead put $\chi\propto e^{ipx}$. The first row of (\ref{chi}) gives $\chi_2/\chi_1=(p+iq)/k_{\rm l}$. With $q=k_{\rm l}\sin\phi$ and $p=\pm k_{\rm l}\cos\phi$, the spinors are
\begin{equation*}
u_+=\begin{pmatrix}1\\ e^{i\phi}\end{pmatrix},\qquad
u_-=\begin{pmatrix}1\\ -e^{-i\phi}\end{pmatrix},
\end{equation*}
with fluxes $u_\pm^\dagger\sigma_xu_\pm=\pm2\cos\phi$.

In the neutral strip (\ref{chi}) reads $\chi'=q\sigma_z\chi$, so $\chi_1$ grows as $e^{qx}$ and $\chi_2$ decays as $e^{-qx}$. Continuity joins $u_++ru_-$ at $x=0$ to $tu_+$ at $x=L$:
\begin{align*}
e^{qL}(1+r)&=t,\\
e^{-qL}(e^{i\phi}-re^{-i\phi})&=te^{i\phi}.
\end{align*}
Insert $r=te^{-qL}-1$ from the first line into the second, multiplied by $e^{qL}$:
\begin{equation*}
e^{i\phi}+e^{-i\phi}=t\left(e^{qL+i\phi}+e^{-qL-i\phi}\right)
\ \Rightarrow\
t=\frac{\cos\phi}{\cosh(qL+i\phi)} .
\end{equation*}
The squared modulus of the denominator is $\cosh^2qL\cos^2\phi+\sinh^2qL\sin^2\phi=\cosh^2qL-\sin^2\phi$. The incident and transmitted fluxes per unit amplitude are equal, so
\begin{equation}
T=\frac{\cos^2\phi}{\cosh^2qL-\sin^2\phi}\ \longrightarrow\ \frac1{\cosh^2qL}
\quad(k_{\rm l}L\to\infty).
\label{T}
\end{equation}
The limit holds because the modes that matter have $q\lesssim1/L$, for which $\phi\to0$.

The flux inside the strip is $\chi^\dagger\sigma_x\chi=2\,{\rm Re}(\chi_1^*\chi_2)$. A growing or a decaying exponential alone carries none. The second contact supplies the growing part, and the product of the two is independent of $x$.

\section*{(c) What conductance follows for $W\gg L$?}

\textbf{Solution.} A lead mode has $d\varepsilon/(2\pi v_x)$ states per unit length in an energy interval $d\varepsilon$, moving at speed $v_x$. It therefore sends $d\varepsilon/2\pi$ wave packets per unit time towards the strip, whatever $v_x$ is. A small voltage $V$ leaves an energy window $V$ in which packets from the left are filled and those from the right are empty. With two spins and two valleys,
\begin{equation*}
G=\frac{I}{V}=\frac{4}{2\pi}\sum_{n\ge0}T_n=\frac2\pi\sum_{n\ge0}\frac1{\cosh^2(q_nL)} .
\end{equation*}
The arguments $u_n=q_nL=(n+\tfrac12)\pi L/W$ are midpoints of intervals of width $\pi L/W$. When this width is small, the sum becomes an integral:
\begin{equation}
\sum_nT_n\to\frac{W}{\pi L}\int_0^\infty\frac{du}{\cosh^2u}
=\frac{W}{\pi L}\Big[\tanh u\Big]_0^\infty=\frac{W}{\pi L}.
\label{sumT}
\end{equation}
Hence $GL/W=2/\pi^2$ in units of $e^2/\hbar$. Since $1/\hbar=2\pi/h$,
\begin{equation}
\boxed{\ \sigma\equiv\frac{GL}{W}=\frac{4e^2}{\pi h}\ }
\label{sigma}
\end{equation}

The velocity has dropped out. Each evanescent mode decays exponentially with $L$, but the number of modes with $q\lesssim1/L$ is proportional to $W/L$, and this produces Ohm's scaling without any scattering inside the strip. The quantity $\sigma$ is a scaled two-terminal conductance, not a local conductivity arising from collisions. Other edges that give equally spaced modes with the same mean density lead to the same integral. Periodic edges, for example, have $q=2\pi n/W$ with both signs of $n$.

\section*{(d) How large is the shot noise?}

\textbf{Solution.} Consider one pair of wave packets, with operators $a$ (incident from the left, mean occupation $f_L$) and $b$ (from the right, $f_R$). The packet leaving to the right is $c=ta+r'b$, with $|t|^2=T$ and $|r'|^2=1-T$. The charge transferred to the right is
\begin{equation*}
Q=c^\dagger c-b^\dagger b=T(a^\dagger a-b^\dagger b)+X,\qquad
X=t^*r'a^\dagger b+{\rm h.c.}
\end{equation*}
Because $X$ changes the occupations, $\langle X\rangle=0$ and its cross terms with the first part average to zero. Thus $\langle Q\rangle=T(f_L-f_R)$. The first part has variance $T^2[f_L(1-f_L)+f_R(1-f_R)]$, and
\begin{equation*}
\langle X^2\rangle=T(1-T)\left[f_L(1-f_R)+f_R(1-f_L)\right].
\end{equation*}
The last bracket equals $f_L(1-f_L)+f_R(1-f_R)+(f_L-f_R)^2$. Collecting terms with $T^2+T(1-T)=T$,
\begin{equation}
{\rm var}\,Q=T\left[f_L(1-f_L)+f_R(1-f_R)\right]+T(1-T)(f_L-f_R)^2 .
\label{var}
\end{equation}

Over a long time successive packets contribute independently. Define the zero-frequency noise power $S$ as twice the charge variance per unit time. Independent rare transfers would have variance equal to mean and hence $S=2I$, so the Fano factor is $F=S/2I$. At zero temperature $f_L=1$ and $f_R=0$ in the window. If $T_n$ is constant across it,
\begin{equation}
F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}=1-\frac{\sum_nT_n^2}{\sum_nT_n}.
\label{F}
\end{equation}
The new sum follows from $\cosh^{-2}u=1-\tanh^2u$ with $s=\tanh u$:
\begin{equation*}
\sum_nT_n^2\to\frac{W}{\pi L}\int_0^\infty\frac{du}{\cosh^4u}
=\frac{W}{\pi L}\int_0^1(1-s^2)\,ds=\frac{2W}{3\pi L}.
\end{equation*}
Therefore
\begin{equation}
\boxed{\ F=1-\tfrac23=\tfrac13\ }
\end{equation}

The value reflects the distribution of transmissions. From $T=\cosh^{-2}u$ follows $|dT/du|=2T\sqrt{1-T}$, so the number of modes per unit $T$ is $(W/2\pi L)/(T\sqrt{1-T})$. Any conductor with a density of this shape has $F=1/3$. A Fano factor of one third does not by itself establish evanescent transport.

A test on the honeycomb lattice avoids the Dirac approximation. The strip was 600 cells long and unbounded in width, with nearest-neighbour hopping and leads shifted by 0.1 of the hopping energy. Both valleys come from the band structure, and only spin is put in as a factor of 2. The result, $\sigma=1.2720\,e^2/h$ and $F=0.3334$, lies within about 0.1\% of $4/\pi=1.2732$ and $1/3$. The last digits depend on the setting: 300 and 1200 cells give $\sigma=1.2714$ and $1.2721$, so the gap does not close with length, and a lead shift of 0.3 gives $\sigma=1.264$ and $F=0.334$.

At temperature $\theta$ (in energy units) the thermal terms matter. The identity $f_R(1-f_L)=e^{-V/\theta}f_L(1-f_R)$ gives
\begin{equation*}
f_L(1-f_R)+f_R(1-f_L)=(f_L-f_R)\coth\frac{V}{2\theta}.
\end{equation*}
With $\int f(1-f)\,d\varepsilon=\theta$ and $\int(f_L-f_R)\,d\varepsilon=V$, integrating (\ref{var}) at energy-independent $T_n$ yields
\begin{equation}
\frac{S}{2I}=\frac{2\theta}{V}+F\left(\coth\frac{V}{2\theta}-\frac{2\theta}{V}\right).
\label{thermal}
\end{equation}
The first term is the noise already present at $V=0$. After its subtraction the ratio approaches $F$ only for $V\gg\theta$.

\section*{(e) How wide must the strip be?}

\textbf{Solution.} Let $w=W/L$. The error of replacing sums by integrals follows from Poisson's summation formula, which needs $J(\omega)=\int_{-\infty}^{\infty}e^{i\omega u}\cosh^{-2}u\,du$. Shifting the contour by $i\pi$ leaves $\cosh^{-2}u$ unchanged and multiplies the integral by $e^{-\pi\omega}$. Between the two lines lies the pole $u=i\pi/2$, near which $\cosh^{-2}u=-1/\sinh^2z$ with $z=u-i\pi/2$. The residue is $-i\omega e^{-\pi\omega/2}$, so
\begin{equation}
J(\omega)=\frac{2\pi\omega e^{-\pi\omega/2}}{1-e^{-\pi\omega}}=\frac{\pi\omega}{\sinh(\pi\omega/2)} .
\label{J}
\end{equation}
The sum over $n\ge0$ is half the sum over all integers. The midpoints $(n+\frac12)\pi/w$ give frequencies $\omega=2kw$ and signs $(-1)^k$:
\begin{equation}
\sum_{n\ge0}T_n=\frac{w}{2\pi}\sum_{k=-\infty}^{\infty}(-1)^kJ(2kw)
=\frac w\pi+\sum_{k\ge1}(-1)^k\frac{2kw^2}{\sinh\pi kw}.
\label{poisson}
\end{equation}
For the noise use $(\cosh^{-2}u)''=4\cosh^{-2}u-6\cosh^{-4}u$. Its transform shows that $\cosh^{-4}u$ has transform $J_4=(4+\omega^2)J/6$. Thus $J-J_4=(\frac13-\frac{\omega^2}6)J$, and each correction to $\sum T(1-T)$ carries the factor $\frac13-\frac23k^2w^2$.

For large $w$ keep $k=1$ and $\sinh\pi w\simeq e^{\pi w}/2$. Relative to their limits, $\sum T$ changes by $-4\pi we^{-\pi w}$ and $\sum T(1-T)$ by $-4\pi we^{-\pi w}(1-2w^2)$. The difference of the two is the relative change of $F$:
\begin{equation*}
\frac{\delta\sigma}{\sigma}\simeq-4\pi we^{-\pi w},\qquad
\frac{\delta F}{F}\simeq8\pi w^3e^{-\pi w}.
\end{equation*}
The Fano factor converges later because of the factor $w^2$. Direct sums give:
\begin{center}
\begin{tabular}{ccc}
$W/L$ & $GL/W$ ($e^2/h$) & $F$\\
1 & 0.637 & 0.841\\
2 & 1.214 & 0.463\\
4 & 1.273 & 0.335
\end{tabular}
\end{center}
In the opposite limit $w\to0$ the lowest mode dominates, with $T_0\simeq4e^{-\pi L/W}$ and $F\to1$. This limit depends on the edges: periodic ones allow $q=0$, which is fully transmitted.

\section*{(f) What do finite lead doping and imperfect neutrality change?}

\textbf{Solution.} For the leads, set $\sin^2\phi=u^2/K^2$ with $K=k_{\rm l}L$ in (\ref{T}) and expand to first order in $1/K^2$:
\begin{equation*}
T\simeq\frac1{\cosh^2u}-\frac{u^2}{K^2}\left(\frac1{\cosh^2u}-\frac1{\cosh^4u}\right).
\end{equation*}
The second moments come from the expansions $J=2-\pi^2\omega^2/12+\dots$ and $J_4=\frac43+(\frac13-\frac{\pi^2}{18})\omega^2+\dots$. The coefficient of $\omega^2$ is minus the integral of $u^2$ times the function over $0<u<\infty$. The two integrals are therefore $\pi^2/12$ and $\pi^2/18-1/3$, and
\begin{equation}
\frac{\delta\sigma}{\sigma}\simeq-\frac1{(k_{\rm l}L)^2}\left(\frac{\pi^2}{36}+\frac13\right).
\label{lead}
\end{equation}

If the strip is uniformly off neutrality, $A=q\sigma_z+i\kappa\sigma_x$ satisfies $A^2=-k^2$ with $k^2=\kappa^2-q^2$. Hence $e^{-AL}=\cos kL-A\,k^{-1}\sin kL$. For ideal leads $u_\pm=(1,\pm1)$, and matching reads $u_++ru_-=te^{-AL}u_+$. Projection on $u_+$, where $\sigma_z$ averages to 0 and $\sigma_x$ to 1, gives $1/t=\cos kL-i(\kappa/k)\sin kL$, so
\begin{equation}
\frac1T=\cos^2kL+\frac{\kappa^2}{k^2}\sin^2kL=1+\frac{q^2}{k^2}\sin^2kL .
\label{off}
\end{equation}
At $\kappa=0$, $k=iq$ and this returns $\cosh^2qL$. For any other $\kappa$, $|\sin(kL)/k|$ is smaller than $\sinh(qL)/q$. With ideal leads neutrality therefore minimizes the transmission of every mode, and uniform offsets or thermal averaging raise the conductance.

\section*{(g) What do the results mean for a 100 nm device?}

\textbf{Solution.} Take $L=100$ nm, $W=1000$ nm, $v=10^6$ m/s, leads doped to 0.30 eV, a temperature of 1 K and a bias of 2 mV. Then $\hbar v/L=0.0066$ eV. The first transmissions are 0.976, 0.807, 0.570, 0.359, 0.211 and 0.119, and the first three modes carry 74\% of the current. With $\sum T=10/\pi=3.183$ and $\sum T^2=2.122$,
\begin{align*}
G&=\frac{4e^2}{h}\times3.183=493\ \mu{\rm S},\qquad \frac1G=2027\ \Omega,\\
\sigma&=1.273\,\frac{e^2}{h}=49.3\ \mu{\rm S},\qquad
F=1-\frac{2.122}{3.183}=0.333 .
\end{align*}
The finite width alters $\sigma$ by a relative $3\times10^{-12}$. Lead doping, with $k_{\rm l}L=45.6$, lowers it by 0.03\%, in agreement with (\ref{lead}).

The noise needs more care. Here $2k_BT/eV=0.086$, where $T$ is the temperature, and (\ref{thermal}) gives $0.086+0.333\times0.914=0.391$ for the total ratio. Subtracting the zero-bias noise leaves 0.305, still 9\% below one third.

These parameters resemble clean suspended or encapsulated graphene, but real strips are not uniformly neutral. Rough residual densities are $10^9$ cm$^{-2}$ for good suspended sheets and $10^{10}$ cm$^{-2}$ for good encapsulated ones; on silicon oxide they are typically larger still. Treated as uniform offsets $\hbar v\sqrt{\pi n}$ of 0.0037 and 0.0117 eV, with the same polarity as the lead doping and the potential step between strip and leads kept at 0.30 eV, they raise $G$ by 4\% and 39\% and change $F$ to 0.327 and 0.269. Offsets of these two sizes but opposite polarity raise $G$ less, by about 2\% and 34\%. The second offset exceeds $\hbar v/L$, so the neutral-strip result no longer applies. Real charge puddles vary in space, which this estimate omits. A 5 nm linear doping ramp inside each end raises $G$ by 6\% and leaves $F$ at 0.333; ramps of 10, 20 and 30 nm raise $G$ by 16\%, 45\% and 95\%, while $F$ falls only to 0.332, 0.331 and 0.326. Doping induced by metal contacts usually extends over more than 5 nm, so the 6\% figure is optimistic. Contact resistances of 100 $\Omega\,\mu$m each, a low value for metal contacts, add 200 $\Omega$ and reduce the measured conductance by 9\%. At 300 K thermal averaging alone, without phonons or electron collisions, multiplies $G$ by 4.3. This factor depends on $v$, which interactions raise in suspended sheets at low density; $v=2\times10^6$ m/s gives 2.3. Observing both limits thus calls for low temperature, a small residual density, abrupt doping steps and a correction for contact resistance. The length is a compromise: a shorter strip tolerates a larger residual density, but doping ramps of fixed length and contact resistance then matter more. The numerical output lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
TESTS
integral of sech^2, sech^4: 1.000000, 0.666667
transverse levels x W, wall mass 100/W: [ 1.5553  4.6657  7.7763 10.8866]
infinite-mass values (n+1/2)pi: [ 1.5708  4.7124  7.854  10.9956]
W/L = 1: GL/W = 0.636620 e^2/h, F = 0.841490
W/L = 2: GL/W = 1.213704 e^2/h, F = 0.462681
W/L = 4: GL/W = 1.273016 e^2/h, F = 0.335203
lattice strip: 600 cells, lead shift 0.1 hopping
lattice GL/W = 1.27197 e^2/h, F = 0.33340
EXAMPLE INPUTS
L = 100 nm, W = 1000 nm, v = 1.0e+06 m/s
lead doping = 0.30 eV, temperature = 1.0 K
bias energy eV = 0.0020 eV, kT = 8.617e-05 eV
hbar v = 0.65821 eV nm, hbar v/L = 0.006582 eV
IDEAL RESULTS
T_0 to T_5: [0.97573 0.8071  0.56993 0.35946 0.21096 0.11865]
modes with T > 1/2, per spin and valley: 3
sum T = 3.183099, sum T^2 = 2.122066
G = 493.259 uS, R = 2027.33 ohm
GL/W = 1.273240 e^2/h = 49.326 uS
GL/W in atomic units = 0.202642
Fano factor = 0.333333
relative finite-width correction = -2.85e-12
NEGLECTED EFFECTS, each alone; ratio = G/G_ideal
k_lead L = 45.578; finite lead doping:
  ratio = 0.999708, F = 0.333244
  leading-order ratio = 0.999708
doping ramp of 5 nm inside each end:
  ratio = 1.0600, F = 0.3330
density 1e+09 cm^-2: offset = 0.00369 eV
  ratio = 1.0402, F = 0.3266
density 1e+10 cm^-2: offset = 0.01167 eV
  ratio = 1.3937, F = 0.2687
finite bias and temperature: ratio = 1.0005
  total noise/(2eI) = 0.3907
  after subtracting zero-bias noise = 0.3046
300 K: kT = 0.02585 eV, ballistic ratio = 4.277
contacts, 100 ohm um each: 200.0 ohm in all
  ratio with contacts in series = 0.9102
\end{verbatim}
